# Tilt of a coherent film on a miscut substrate

A strained alloy film can be characterised by the angular separation between its x-ray peak and that of the substrate. Take a film with properties roughly those of Si$_{0.8}$Ge$_{0.2}$ on Si(001), with the wafer cut 4° away from (001). Let the plane of diffraction contain the miscut direction. If the (001) planes of film and substrate were parallel, the 004 Bragg conditions would be 0.547° apart in incidence angle for x-rays of wavelength 0.15406 nm. In the model below they are 0.491° apart when the beam comes from one side and 0.604° apart when the wafer is turned by 180°. For small strains the separation is nearly proportional to the germanium fraction, so a single measurement would turn a fraction of 0.20 into about 0.18 or 0.22. The difference between the two readings might also be blamed on dislocations, although the film has none. These angles are Bragg conditions; for a very thin film the observed peak maxima are shifted from them, as discussed with the worked example.

The cause is a tilt $\delta$ between the planes of film and substrate. For miscut angle $\alpha$ it is

$$\delta\simeq\eta\tan\alpha\simeq\eta\alpha,\qquad \eta=\frac{d_f-d_s}{d_s}, \tag{1}$$

where $d_s$ is the spacing of the substrate planes and $d_f$ that of the corresponding planes in the strained film. The spacing of the free, unstrained film would give a wrong answer.

## Geometry and signs

Let the substrate planes be horizontal, with normal $\hat z$, and let the steps go up towards $+x$. The mean surface rises at the angle $\alpha$, so its outward unit normal is

$$\mathbf n=(-\sin\alpha,\,0,\,\cos\alpha),$$

which leans towards $-x$. I count $\delta$ as positive when the normal of the film planes leans towards $+x$, away from $\mathbf n$. The film planes then descend towards $+x$, and they make the angle $\alpha+\delta$ with the mean surface.

The film is coherent: its lattice continues that of the substrate site by site, without misfit dislocations. The substrate is thick enough to remain unstrained, and the steps are regular.

## First derivation: matching heights at the steps

Let each step be $m$ planes high. Its height is $md_s$, and the mean slope fixes the terrace width:

$$\tan\alpha=\frac{md_s}{L}\quad\Rightarrow\quad L=\frac{md_s}{\tan\alpha}. \tag{2}$$

Let $h_f$ be the vertical distance, measured along $\hat z$, between successive film planes. Compare two equivalent points, one above a lower terrace and one above the next higher terrace. They are $L$ apart horizontally, and the upper terrace lies $md_s$ higher.

Going up one step, $m$ additional substrate planes appear beneath the film. Coherence therefore joins film plane number $n+m$ above the lower terrace to film plane number $n$ above the upper one. With the lower terrace as the zero of height, the two ends of this one continuous plane lie at

$$z_{\rm low}=g+(n+m)h_f,\qquad z_{\rm up}=md_s+g+nh_f .$$

The constant $g$ allows for an unusual spacing at the interface or close to the steps. It is the same at both points because they are equivalent. Subtraction removes $g$ and $n$:

$$z_{\rm up}-z_{\rm low}=md_s-mh_f=-m(h_f-d_s).$$

If $h_f>d_s$, the plane descends while the staircase rises. Its downward slope is the height loss divided by $L$:

$$\tan\delta=\frac{m(h_f-d_s)}{L}=\left(\frac{h_f}{d_s}-1\right)\tan\alpha, \tag{3}$$

where (2) was used for $L$. The step height $m$ has cancelled: double steps on terraces twice as wide give the same tilt as single steps.

Equation (3) contains a vertical distance, whereas diffraction measures the perpendicular spacing $d_f$. For planes inclined at $\delta$ these are related by $d_f=h_f\cos\delta$. Solving (3) for $h_f/d_s$ gives

$$\frac{h_f}{d_s}=1+\frac{\tan\delta}{\tan\alpha}
=\frac{\sin\alpha\cos\delta+\cos\alpha\sin\delta}{\sin\alpha\cos\delta}
=\frac{\sin(\alpha+\delta)}{\sin\alpha\cos\delta}.$$

Multiplication by $\cos\delta$ yields

$$\frac{d_f}{d_s}=\frac{\sin(\alpha+\delta)}{\sin\alpha}
\quad\Longleftrightarrow\quad
\frac{\sin(\alpha+\delta)}{d_f}=\frac{\sin\alpha}{d_s}. \tag{4}$$

Planes of spacing $d$ that meet a surface at angle $\beta$ cut it in lines a distance $d/\sin\beta$ apart. Equation (4) says that the lines cut by film planes and by substrate planes are equally dense. More widely spaced planes must meet the surface more steeply to keep that density.

To obtain (1), write $d_f/d_s=1+\eta$ and solve (4):

$$\delta(\eta)=\arcsin[(1+\eta)\sin\alpha]-\alpha .$$

The first two derivatives are

$$\delta'=\frac{\sin\alpha}{\sqrt{1-(1+\eta)^2\sin^2\alpha}},\qquad
\delta''=\frac{(1+\eta)\sin^3\alpha}{[1-(1+\eta)^2\sin^2\alpha]^{3/2}} .$$

At $\eta=0$ they equal $\tan\alpha$ and $\tan^3\alpha$, and $\delta(0)=0$. Hence

$$\delta=\eta\tan\alpha+\tfrac12\eta^2\tan^3\alpha+\dots \tag{5}$$

The second term is smaller than the first by the factor $\tfrac12\eta\tan^2\alpha$. The expansion is useful when this factor is small, and replacing $\tan\alpha$ by $\alpha$ also requires a small miscut.

### The normal mismatch of the strained film

Geometry leaves $d_f$ open. Consider a cubic (001) film whose free lattice parameter is $a_f$, on a substrate of parameter $a_s$, and define the free misfit $f=(a_f-a_s)/a_s$. On a flat substrate, the in-plane strain measured from the free film is

$$e_{xx}=e_{yy}=\frac{a_s-a_f}{a_f}\simeq-f .$$

The upper surface carries no force, so the normal stress vanishes:

$$0=\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})
\quad\Rightarrow\quad e_{zz}=\frac{2C_{12}}{C_{11}}f .$$

The spacing ratio is $d_f/d_s=(1+f)(1+e_{zz})$. To first order in misfit,

$$\eta\simeq f+e_{zz}=f\left(1+\frac{2C_{12}}{C_{11}}\right). \tag{6}$$

A film compressed in its plane expands along its normal, which adds to the larger spacing it already had. For $f<0$ both contributions change sign, and the normals of the film planes lean towards the surface normal. Using (6) on a miscut substrate presumes that a small miscut hardly changes the spacing. The second derivation shows this.

## Second derivation: a continuum that fits its substrate

Now ignore the individual steps. Imagine the substrate lattice continued into the region of the film, and let a uniform deformation $F$ carry this reference lattice into the actual film lattice. Coherence requires every vector $\mathbf t$ in the mean surface to keep its length and direction:

$$F\mathbf t=\mathbf t\qquad\text{for all }\mathbf t\perp\mathbf n .$$

Thus $F-I$ gives zero on all vectors perpendicular to $\mathbf n$. It can act on the component along $\mathbf n$ alone, and therefore

$$F=I+\mathbf a\otimes\mathbf n,\qquad \mathbf a=(F-I)\mathbf n, \tag{7}$$

where $(\mathbf a\otimes\mathbf n)\mathbf v=\mathbf a(\mathbf n\cdot\mathbf v)$. One unknown vector $\mathbf a$ describes the film.

The reference planes satisfy $\mathbf g\cdot\mathbf X=$ integer, with $\mathbf g=\hat z/d_s$. A point $\mathbf X$ moves to $\mathbf x=F\mathbf X$, so the film planes satisfy $\mathbf g\cdot F^{-1}\mathbf x=$ integer. Their reciprocal vector is $\mathbf g'=F^{-T}\mathbf g$. The inverse of (7) is

$$F^{-1}=I-\frac{\mathbf a\otimes\mathbf n}{1+\mathbf a\cdot\mathbf n},$$

because $(\mathbf a\otimes\mathbf n)(\mathbf a\otimes\mathbf n)=(\mathbf a\cdot\mathbf n)\,\mathbf a\otimes\mathbf n$, and so

$$FF^{-1}=I+\mathbf a\otimes\mathbf n-\frac{1+\mathbf a\cdot\mathbf n}{1+\mathbf a\cdot\mathbf n}\,\mathbf a\otimes\mathbf n=I .$$

Transposition exchanges $\mathbf a$ and $\mathbf n$, which gives

$$\mathbf g'=\mathbf g-\frac{\mathbf a\cdot\mathbf g}{1+\mathbf a\cdot\mathbf n}\,\mathbf n. \tag{8}$$

The reciprocal vector changes along the surface normal and keeps its component in the surface. That component is $\sin\alpha/d_s$ for the substrate and $\sin(\alpha+\delta)/d_f$ for the film. Their equality is (4), obtained without mentioning a step.

The tilt also follows directly. To first order in $\mathbf a$, (8) reads $d_s\mathbf g'\simeq\hat z-a_z\mathbf n$, with components

$$d_sg'_x\simeq a_z\sin\alpha,\qquad d_sg'_z\simeq1-a_z\cos\alpha .$$

The first gives $\delta\simeq a_z\sin\alpha$. The length of $\mathbf g'$ is $1/d_f$, so the second gives $\eta\simeq a_z\cos\alpha$. Their ratio is $\delta/\eta\simeq\tan\alpha$, in agreement with (1).

### Finding the vector $\mathbf a$

Equilibrium determines $\mathbf a$. To first order in misfit, the displacement gradient measured from the free film is $-fI+\mathbf a\otimes\mathbf n$. For small miscut, $\mathbf n\simeq(-\alpha,0,1)$. By symmetry $a_x$ vanishes at $\alpha=0$, so it is of order $\alpha$. Up to first order in $\alpha$ the strains are

$$e_{xx}=e_{yy}=-f,\qquad e_{zz}=a_z-f,\qquad e_{xz}=\tfrac12(a_x-\alpha a_z).$$

The surface is free of force when $\sigma\mathbf n=0$. Its $z$ component is $\sigma_{zz}-\alpha\sigma_{xz}=0$. Since $\sigma_{xz}$ is itself of order $\alpha$, the last term is of order $\alpha^2$, and

$$C_{11}(a_z-f)-2C_{12}f=0\quad\Rightarrow\quad a_z=f\left(1+\frac{2C_{12}}{C_{11}}\right)=\eta .$$

This is the flat-film result (6), with corrections of relative order $\alpha^2$. The $x$ component is

$$\sigma_{xz}-\alpha\sigma_{xx}=0,\qquad \sigma_{xz}=2C_{44}e_{xz}=C_{44}(a_x-\alpha\eta). \tag{9}$$

The in-plane stress follows from the strains and from $f(C_{11}+2C_{12})=C_{11}\eta$:

$$\sigma_{xx}=-(C_{11}+C_{12})f+C_{12}(\eta-f)
=-(C_{11}+2C_{12})f+C_{12}\eta=-(C_{11}-C_{12})\eta .$$

Inserting it into (9) gives

$$a_x=\alpha\eta-\alpha\eta\frac{C_{11}-C_{12}}{C_{44}}
=-\eta\alpha\,\frac{C_{11}-C_{12}-C_{44}}{C_{44}} . \tag{10}$$

The direction of the miscut within the surface does not matter at this order. The in-plane strain is the same in all directions, and the relation between $\sigma_{xz}$ and $e_{xz}$ is unchanged when a cubic crystal is turned about [001].

### Planes and atomic rows tilt differently

The atomic rows that were along $\hat z$ now point along $F\hat z=\hat z+\mathbf a\cos\alpha$. To first order they lean towards $+x$ by $a_x$. When $C_{11}-C_{12}>C_{44}$ and $\eta>0$, (10) is negative: the rows lean towards the surface normal while the plane normals lean away from it. The angle between them is

$$\eta\alpha-a_x=\eta\alpha\,\frac{C_{11}-C_{12}}{C_{44}} .$$

The film cell is therefore sheared. For an elastically isotropic film, $C_{11}-C_{12}=2C_{44}$, and rows and plane normals lean by equal amounts in opposite directions. A rigid rotation would need $C_{11}=C_{12}$, where a cubic crystal loses its resistance to stretching along one cube axis and shrinking along another. Within this first-order theory, a stable cubic film with nonzero $\eta\alpha$ does not simply rotate.

### The opposite limit

At $\alpha=90°$ the chosen planes stand perpendicular to the surface. If the surface is a symmetry plane of the cubic crystal, $\mathbf a$ is parallel to $\mathbf n$, so $\mathbf a\cdot\mathbf g=0$ and (8) gives $\mathbf g'=\mathbf g$. The planes have the substrate spacing and no tilt, as they must, because their spacing is now an in-plane length. The divergence of $\tan\alpha$ in (1) is harmless here because $\eta$ vanishes faster than $1/\tan\alpha$. This also shows that $d_f$ depends on the surface orientation, so (6) may not be carried over to large miscuts.

## A relaxed crystal of springs

Both derivations can be tested on a model in which no tilt is imposed. Atoms on a two-dimensional square lattice are joined by nearest-neighbour springs of strength 1.5 and diagonal springs of strength 1. The film has $f=0.004$ and rests on a rigid staircase. After relaxation, the lattice is fitted in the middle of the film.

For unit cell area, the elastic energy is $\frac12k_1(e_{xx}^2+e_{zz}^2)$ from the nearest-neighbour springs and $\frac12k_2[(e_{xx}+e_{zz})^2+4e_{xz}^2]$ from the diagonals. Hence $C_{11}=k_1+k_2=2.5$ and $C_{12}=C_{44}=k_2=1$. With one in-plane direction instead of two, (6) becomes $\eta=f(1+C_{12}/C_{11})=0.0056$.

On terraces 8 atoms wide with steps one atom high, $\tan\alpha=1/8$ and (1) predicts 0.700 mrad. The relaxed planes tilt by 0.691 mrad, which is 1.25 % less than the prediction. With terraces 16 atoms wide the deficit is 0.31 %. Halving the slope divides the error by 3.99, as expected for a correction of order $\alpha^2$. Steps two atoms high on terraces 16 wide again give 0.691 mrad, so the step height drops out. Reversing the misfit reverses the tilt. On the 8-atom terraces the rows lean towards the surface normal by 0.351 mrad, against 0.348 mrad from (10).

The three-dimensional problem was also solved with finite strain for a cubic film with the elastic constants used below. At 1° miscut and $f=\pm0.008$, the tilt agreed with (1) and (6) to within 2 % for miscut directions 0°, 20° and 45° from [100].

## A silicon–germanium film in numbers

The film in the opening paragraph is 10 nm thick and miscut towards [110]. Rough typical parameters are $a_s=0.543$ nm, $f=0.80$ %, and $C_{11},C_{12},C_{44}=160,61,78$ GPa. Then

$$\eta=0.0080\left(1+\frac{2\times61}{160}\right)=0.0080\times1.7625=0.0141 .$$

A single step is $a_s/4=0.1358$ nm high, and the terraces are $0.1358/\tan4°=1.94$ nm wide. On Si(001) the bonds on successive terraces of this kind are turned by 90°, so equivalent points lie two steps apart. The matching argument then applies with $m=2$ and a repeat length of two terraces, which leaves the tilt unchanged. At each step the film plane is too high by $0.0141\times0.1358=0.0019$ nm. Spread over a terrace, this gives

$$\delta=0.0141\times\tan4°=0.99\ \text{mrad}=0.056°\approx203\ \text{arcsec}.$$

The free misfit alone would have given 0.032°, so the elastic expansion along the normal supplies over two fifths of the tilt. The finite-strain calculation at the full miscut lowers the tilt by 0.65 %. The [001] rows lean the other way by 0.015°.

When the plane of diffraction contains the miscut direction and the wafer is turned by 180°, the tilt changes sign relative to the beam while the difference in Bragg angle stays the same. The mean of 0.491° and 0.604° therefore recovers the untilted separation, and half their difference is the tilt. The measurement is demanding for so thin a film: finite thickness broadens its peak by about 0.48° in Bragg angle, roughly eight times the tilt (in incidence angle about 0.42° and 0.52° for the two azimuths). Because this width is nearly the separation itself, the film amplitude interferes with the tail of the substrate reflection and the film maximum is pulled towards the substrate. In a kinematic estimate for 10 nm the maxima lie about 0.42° and 0.51° from the substrate peak, so their mean and their half difference are both about 14 % too small, a bias larger than the tilt effect. It falls to about 3 % at 20 nm and below 1 % at 50 nm. For so thin a film the Bragg separations must be obtained by fitting a simulated profile, not read from the peak maxima.

The 4° miscut was chosen to make the tilt large. For small miscuts the tilt is proportional to the miscut angle, so at 0.4° it would be about a tenth as large. Several neglected effects can be sized for this film:

- An error of 0.01 in the germanium fraction changes the tilt by 5 %.
- At a growth temperature 600 K higher, a rough expansion difference of $0.6\times10^{-6}$ K$^{-1}$ raises the misfit and the tilt by 4.5 %.
- Third-order elastic constants of roughly silicon-like size change the tilt by 0.15 % for the values used. Contributions of opposite sign largely cancel, so this figure is only an order of magnitude.
- The film is $2\times10^{-5}$ times as thick as a 0.5 mm wafer, so the strain passed to the substrate is negligible.

The assumption of coherence can also fail. A dislocation can extend along the interface when the misfit force on its threading part exceeds its line tension. For 60° dislocations with Burgers length $b$ and Poisson ratio $\nu$, the usual isotropic estimate of this balance is

$$h_c=\frac{b(1-\nu/4)}{4\pi(1+\nu)f}\left[1+\ln\frac{h_c}{b}\right].$$

With $b=0.384$ nm and $\nu=0.276$ it gives $h_c\approx12$ nm, slightly above the chosen thickness. The estimate is rough and does not secure coherence at 10 nm. The dislocation core is represented by the constant 1 in the bracket, and dropping it gives about 9 nm. The 4° miscut raises the misfit force on the favoured slip systems by the factor $\cos\alpha+\sqrt2\sin\alpha\approx1.10$, which lowers 12 nm to about 11 nm.

Each such dislocation has a Burgers component $a_s/2=0.27$ nm along the film normal. If all these components have the same sign, an array of spacing $D$ adds a tilt of magnitude $a_s/(2D)$. With the opposing sign it cancels the coherent tilt at $D=0.2715\ \text{nm}/(0.986\times10^{-3})\approx275$ nm. Perpendicular to the dislocation lines, and with the miscut neglected, that array relieves only 8.7 % of the misfit. Allowing for the miscut and for the slight fall of $\eta$ with relaxation moves these figures to about 290 nm and 9 %. A small loss of coherence can thus change the tilt by 100 %, and by (4) a vanishing tilt with $\eta\neq0$ on a miscut wafer shows that the film is not coherent.

## What each derivation assumes

The step argument needs countable planes, a repeating staircase and the rule that film planes join across each step without ending. It uses no elastic theory and tolerates any spacing at the interface, since $g$ cancels. In return it must be given the film spacing, and it says nothing about atomic rows.

The continuum argument needs a uniform film and a planar mean surface. Step height and terrace width do not enter. With the force-free surface condition it supplies the spacing, the order of its correction and the shear of the cell.

The two descriptions meet when the film is thick compared with the depth to which it feels individual steps. Strain that varies along the surface with period $L$ decays over a depth of order $L/2\pi$, here about 0.3 nm for a period of one terrace and 0.6 nm for a period of two, so a 10 nm film is uniform over most of its thickness. If steps gather into bunches separated by much more than the film thickness, uniformity fails. The matching of equivalent points still fixes the mean slope over a full period, with $h_f$ taken as the mean vertical period between the matched planes, but the local slope varies and a single tilt no longer describes the film.

Both derivations rest on coherence. In the first it keeps planes from ending at the interface; in the second it fixes every vector in the mean surface. Misfit dislocations violate both statements, and equation (4) then needs an additional term for their Burgers content. The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
SPRING CRYSTAL ON A STAIRCASE (dimensionless; misfit, width, step)
 f=+0.004 width= 8 step=1: plane tilt=+0.69119 mrad, eta*tan(alpha)=+0.69994 mrad
   row tilt to normal=+0.35079 mrad, formula=+0.34817 mrad
 f=+0.004 width=16 step=1: plane tilt=+0.34887 mrad, eta*tan(alpha)=+0.34997 mrad
   row tilt to normal=+0.17401 mrad, formula=+0.17476 mrad
 f=+0.004 width=16 step=2: plane tilt=+0.69119 mrad, eta*tan(alpha)=+0.69994 mrad
   row tilt to normal=+0.35079 mrad, formula=+0.34817 mrad
 f=-0.004 width= 8 step=1: plane tilt=-0.69133 mrad, eta*tan(alpha)=-0.70005 mrad
   row tilt to normal=-0.35662 mrad, formula=-0.34822 mrad
 relative error of simple law, width 8 and 16: -0.01251, -0.00313; ratio 3.99
EXAMPLE: regime of Si0.8Ge0.2 on Si(001), rough parameters
 substrate lattice parameter = 0.543 nm; free misfit = 0.80 %
 C11, C12, C44 = 160, 61, 78 GPa
 miscut = 4.0 deg to [110]; film thickness = 10 nm
 factor 1+2*C12/C11 = 1.7625; eta = 1.410 %
 single-step height = 0.13575 nm
 terrace width = 1.941 nm
 film-substrate height mismatch per step = 0.00191 nm
 strained film plane spacing = 0.13766 nm
 tilt eta*tan(alpha) = 0.9860 mrad = 0.0565 deg = 203.4 arcsec
 tilt if free misfit were used wrongly = 0.0321 deg
 finite-strain, finite-angle tilt = 0.0561 deg (relative change -0.65 %)
 finite-strain normal mismatch = 1.401 %
 [001] row tilt towards surface normal: first-order formula 0.0152 deg, finite strain 0.0148 deg
 x-ray wavelength = 0.15406 nm; 004 Bragg angles: substrate 34.572 deg, film 34.025 deg
 004 incidence-angle separation: untilted 0.547 deg, opposite azimuths 0.491 and 0.604 deg
 thickness broadening in Bragg angle = 0.48 deg
NEGLECTED EFFECTS (rough)
 third-order constants C111, C112, C123 = -800, -450, -60 GPa: tilt change +0.15 %
 thermal: expansion difference 6.0e-07 1/K, heating 600 K: tilt change +4.5 %
 Ge fraction 0.20 uncertain by 0.01: tilt uncertain by 5.0 %
 film/wafer thickness ratio (wafer 0.5 mm) = 2.0e-05
 Burgers length = 0.384 nm; Poisson ratio = 0.276; critical thickness = 12.5 nm
 like-signed dislocation spacing that cancels the tilt = 275 nm
 misfit relieved by that array = 8.7 % of f
```
